# RPA and scGW energies of dissociating H2 in a two-site model

Put one 1s orbital on each proton, orthogonalise the pair, and measure energies from the state with one electron in each orthogonalised orbital, which is the energy of two neutral atoms only at large \(R\):
\[ H=-t\sum_s(c^\dagger_{1s}c_{2s}+c^\dagger_{2s}c_{1s})+U\sum_i n_{i\uparrow}n_{i\downarrow}+V(n_1-1)(n_2-1), \]
with \(V\to e^2/4\pi\varepsilon_0R\) at large \(R\). Inversion symmetry fixes the orbitals \(g,u=(1\pm2)/\sqrt2\) and makes the Kohn-Sham (KS) potential equal on both sites, so the KS gap of this model is \(\Delta=2t\) for any functional. The same symmetry sorts the site densities into \(\hat N=n_1+n_2\) and \(\hat D=n_1-n_2=\sum_s(g^\dagger_su_s+u^\dagger_sg_s)\). Since \(n_1^2+n_2^2=(\hat N^2+\hat D^2)/2\) and \(n_1n_2=(\hat N^2-\hat D^2)/4\), the electron repulsion is the normal-ordered form of \(\tfrac12J\hat N^2+\tfrac12K\hat D^2\), with \(J=(U+V)/2\) and \(K=(U-V)/2\). At \(\hat N=2\) the identity \(n_{i\uparrow}n_{i\downarrow}=(n_i^2-n_i)/2\) reduces the last two terms of \(H\) to \(\tfrac12K\hat D^2\). The exact energy therefore has the form \(Kf(\Delta/K)\), with \(f(0)=0\), and the question about dissociation is the energy that an approximation gives as \(\Delta/K\to0\); the scGW energy depends on \(V/K\) as well.

Dimensions suggest the answer. A polarizability built from the KS Green function has the single scale \(\Delta\) and a tail \(K|P|\sim K\Delta/(\hbar\nu)^2\), so it is strong only for \(\hbar\nu\lesssim\sqrt{K\Delta}\), a window that closes. A dressed Green function may have a width of order \(K\), and then the window stays open. The claim that RPA is better concerns large \(R\), spin-restricted solutions at zero temperature, and the scGW branch continued from weak coupling.

## Exact energy

From \(\hat D^2|gg\rangle=2|gg\rangle+2|uu\rangle\), and the same with \(g\leftrightarrow u\), the ground-state block has diagonal elements \(K\mp\Delta\) and coupling \(K\). Hence \(E=K-\sqrt{K^2+\Delta^2}\to0\), while Hartree-Fock gives \(K-\Delta\to K\).

## One functional

Every function of imaginary time is transformed as \(X(i\omega)=\hbar^{-1}\int d\tau\,e^{i\omega\tau}X(\tau)\), so \(X(\tau)=\int\frac{\hbar d\omega}{2\pi}e^{-i\omega\tau}X(i\omega)\). Tr means \(\int\hbar\,d\omega/2\pi\) summed over two spins and over \(g,u\). Write \(G_g(\tau)=-p(\tau)\) and \(G_g(-\tau)=h(\tau)\) for \(\tau>0\), where \(p,h\) are positive sums of decaying exponentials. Particle-hole symmetry swaps \(p\) and \(h\) for \(G_u\). The occupations per spin are \(n_g=h(0)\) and \(n_u=p(0)\), with \(n_g+n_u=1\). The KS function is \(G_{0,g/u}=1/(i\hbar\omega\pm t)\).

Each density mode has its own bubble, the factor 2 counting spin:
\[ P_N(\tau)=2[G_g(\tau)G_g(-\tau)+G_u(\tau)G_u(-\tau)]=-4ph, \]
\[ P_D(\tau)=2[G_g(\tau)G_u(-\tau)+G_u(\tau)G_g(-\tau)]=-2(p^2+h^2). \]
Define \(x_c=-v_cP_c(i\nu)\) with \(v_N=J\), \(v_D=K\). Since \(-P_c\) is a positive sum of exponentials in \(|\tau|\), \(x_c\) is a positive sum of Lorentzians. The Klein functional is
\[ E[G]=-\Delta+\mathcal D[G]+U+E_x+\Phi_c,\qquad \mathcal D=-\mathrm{Tr}\big[G/G_0-1-\ln(G/G_0)\big], \]
\[ E_x=-J(n_g^2+n_u^2)-2Kn_gn_u,\qquad \Phi_c=\tfrac12\sum_c\int\frac{\hbar d\nu}{2\pi}\,[\ln(1+x_c)-x_c]. \]
The constant \(U\) is the Hartree energy \(2J=U+V\), plus the attraction \(-2V\) to the other nucleus, plus the nuclear repulsion \(V\). At \(G=G_0\), \(\mathcal D=0\) and \(U+E_x=K\), which leaves Hartree-Fock plus the ring sum. That is RPA.

Now vary \(G\) among particle-hole symmetric functions. First, \(\delta\mathcal D=-\mathrm{Tr}[(G_0^{-1}-G^{-1})\delta G]\). Second, \(\delta E_x=-2(Jn_g+Kn_u)\delta n_g-2(Jn_u+Kn_g)\delta n_u\), where the brackets equal \(U/2\pm V(n_g-n_u)/2\) and \(U/2\) drops out because \(\delta n_g+\delta n_u=0\). Third, \(\delta\Phi_c=-\tfrac12\sum_c\int\frac{\hbar d\nu}{2\pi}W^c_c\,\delta P_c\) with \(W^c_c=v_c/(1+x_c)-v_c=-v_cx_c/(1+x_c)\). Each \(P_c\) carries a 2 for spin and a further 2 from varying either of two equivalent factors, so \(\delta\Phi_c=\mathrm{Tr}\,\Sigma^c\delta G\) with \(\Sigma^c_g(\tau)=-G_gW^c_N-G_uW^c_D\). Setting the sum to zero gives the scGW equation
\[ G_g^{-1}=i\hbar\omega+t_{\rm eff}-\Sigma^c_g,\qquad t_{\rm eff}=t+\tfrac12V(n_g-n_u). \]
RPA and scGW thus evaluate the same diagrams at two different \(G\). The functional is stationary at the scGW point and not known to be minimal there, so a lower RPA energy contradicts nothing.

## The linear term cancels for any G

The frequency integral of \(x_c\) is its value at \(\tau=0\), so \(\tfrac12\sum_c\int\frac{\hbar d\nu}{2\pi}x_c=2Jn_gn_u+K(n_g^2+n_u^2)\). Writing \(U=(J+K)(n_g+n_u)^2\) and adding \(E_x\) gives the same expression. Therefore
\[ E[G]=-\Delta+\mathcal D+L,\qquad L=\tfrac12\sum_c\int\frac{\hbar d\nu}{2\pi}\ln(1+x_c)\ge0 . \]
It is a mistake to blame dressing for spoiling this cancellation. It survives intact. The linear term equals \(K+2Vn_gn_u\), which dressing leaves fixed for \(V=0\) and raises otherwise. What dressing mainly changes is how the area under \(x\) is spread in frequency: since \(\ln(1+x)\approx x\) for small \(x\) and \(\ln(1+x)\ll x\) for large \(x\), a tall narrow \(x\) gives a small \(L\), and a low broad one gives \(L\) close to the full Hartree-Fock-like area.

## Undressed rings

For \(G_0\), \(p=0\) and \(h=e^{-t\tau/\hbar}\), so \(x_N=0\) and \(P_D=-2e^{-\Delta|\tau|/\hbar}\), whose transform gives \(x_D=4K\Delta/(\hbar^2\nu^2+\Delta^2)\). Then \(1+x_D=(\hbar^2\nu^2+\hbar^2\Omega^2)/(\hbar^2\nu^2+\Delta^2)\) with \(\hbar\Omega=\sqrt{\Delta(\Delta+4K)}\). The integral \(\int\frac{dy}{2\pi}\ln\frac{y^2+b^2}{y^2+a^2}\) vanishes at \(b=a\) and has \(b\)-derivative \(\int\frac{dy}{2\pi}\frac{2b}{y^2+b^2}=1\), so it equals \(b-a\). Hence
\[ E_{\rm RPA}=-\Delta+\tfrac12(\hbar\Omega-\Delta)\;\to\;\sqrt{\Delta K}\to0 . \]
The Lorentzian keeps its area while its height \(4K/\Delta\) diverges, and the logarithm discards the height. The square root also vanishes far more slowly than the exact \(-\Delta^2/2K\), so the error \(E_{\rm RPA}-E_{\rm exact}\) has a positive bump whose maximum is \(0.181K\), at \(\Delta/K=0.154\). For \(\Delta\gg K\), \(\hbar\Omega\approx\Delta+2K-2K^2/\Delta\) gives a correlation energy \(-K^2/\Delta\), twice the exact \(-K^2/2\Delta\). The starting gap matters: on Hartree-Fock orbitals the gap in \(L\) is \(\Delta+V\), and the error falls only as \(\sqrt{VK}\propto R^{-1/2}\) once \(V\ll K\), which takes distances far beyond those tabulated here.

## Dressed rings: width costs energy

The stationary value of \(E\) is homogeneous of degree one in \((t,J,K)\), so \(E=(t\partial_t+J\partial_J+K\partial_K)E\), and stationarity leaves only the explicit dependence. For \(t\), \(\partial_t\mathcal D=-2(n_g-1)+2n_u\), since \(\partial_tG_{0}^{-1}=\pm1\) multiplies \(G-G_0\), and so \(t\partial_t(-2t+\mathcal D)=-\Delta(n_g-n_u)\equiv T\). For the interactions, \(x_c\propto v_c\) gives \(v_c\partial_{v_c}\ln(1+x_c)=x_c/(1+x_c)\). This is the Galitskii-Migdal energy:
\[ E_{\rm scGW}=T+E_N+E_D,\qquad E_c=\tfrac12\int\frac{\hbar d\nu}{2\pi}\frac{x_c}{1+x_c}\ge0 . \]

A function with a jump \(-S\) at \(\tau=0\) has the tail \(S/i\hbar\omega\). Both \(G_g\) and \(G_u\) jump by \(-(p+h)(0)=-1\), and \(W^c_c(\tau)\) is continuous with \(-W^c_c(0)=2v_cE_c\), so \(\Sigma^c_g\to S/z\) with \(z=i\hbar\omega\) and \(S=2JE_N+2KE_D\). Expanding, \(G_g=1/z-t_{\rm eff}/z^2+(t_{\rm eff}^2+S)/z^3+\dots\), to be compared with \(\int A(\varepsilon)d\varepsilon/(z-\varepsilon)=\sum_kM_k/z^{k+1}\). The variance of the spectral function is
\[ M_2-t_{\rm eff}^2=2JE_N+2KE_D . \]
Because \(J\ge K\), \(E_{\rm int}=E_N+E_D\ge(M_2-t_{\rm eff}^2)/2J\), and for \(V=0\) equality holds, \(E_{\rm int}=(M_2-t^2)/U\). As \(t\to0\) the kinetic energy \(T\) vanishes, so scGW can reach zero energy only if its spectrum collapses to a point.

The exact spectrum does not collapse. For \(V=0\) and chemical potential \(\mu=U/2\), \(a=[g_\uparrow,H-\mu\hat N]=-tg_\uparrow+\frac{U}{\sqrt2}\sum_ic_{i\uparrow}(n_{i\downarrow}-\tfrac12)\), and \(M_2=\langle\{a,a^\dagger\}\rangle\). The cross terms give \(-tU(N_\downarrow-1)=0\), and \((n-\tfrac12)^2=\tfrac14\) gives \(\frac{U^2}{2}\cdot\frac{2}{4}\), so \(M_2-t^2=U^2/4=K^2\) while the exact energy vanishes. The vertex omitted in GW is what frees the width from the energy.

## Why G does not stay narrow

One iteration from \(G_0\) has \(-W^c_D=4K^2\Delta/(\hbar^2\nu^2+\hbar^2\Omega^2)\), or \(R_\Sigma e^{-\Omega|\tau|}\) in time with \(R_\Sigma=2K^2\Delta/\hbar\Omega\). Multiplying by \(G_u(\tau>0)=-e^{-t\tau/\hbar}\) gives \(\Sigma^c_g=R_\Sigma/(i\hbar\omega-t-\hbar\Omega)\). With \(\hbar\Omega\approx2\sqrt{\Delta K}\), the new width is \(\sqrt{R_\Sigma}\approx K^{3/4}\Delta^{1/4}\gg\Delta\): the narrow \(G\) repels the iteration. For an estimate take \(V=0\), \(t\to0\), and force one pole on each function, \(G_g\) at \(-\delta/2\) and \(G_u\) at \(+\delta/2\). Then \(M_2=\delta^2/4\), \(E_N=0\), and \(2KE_D\) is \(R_\Sigma\) with \(\Delta\) replaced by \(\delta\). Imposing only the second-moment rule \(M_2-t^2=2KE_D\) (a single pole cannot also satisfy \(M_1=-t\)) gives \(\delta^2/4=2K^2\delta/\sqrt{\delta(\delta+4K)}\), which on squaring is \(\delta^3(\delta+4K)=64K^4\). The root is \(\delta=2.18K\), and \(E_{\rm int}=\delta^2/8K=0.594K\). This is a scaling estimate and no proof, because a real spectrum has many scales; the plateau below is a numerical result.

For \(V=0\), \(K=1.689\) aJ, lowering \(t/K\) through 0.03, 0.01 and 0.003 gives \(E_{\rm scGW}/K=0.454,\ 0.479,\ 0.486\) and \(E_{\rm RPA}/K=0.157,\ 0.112,\ 0.069\). The dressed \(L/K\) settles near 0.623, and \(\mathcal D/K=-0.131\) repays only a fifth of it. The one-pole picture gets the scale right and the mechanism wrong. The scGW quasiparticle gap does not stay of order \(K\): it falls as \(0.223K,\ 0.119K,\ 0.060K\), while the quasiparticle weight \(Z\) drops as \(0.727,\ 0.641,\ 0.554\). So the failure cannot be blamed on a gap that refuses to close, though the scan does not decide whether the gap reaches zero. For \(V=0\) the area under \(x_N+x_D\) is fixed, and since the quasiparticle term of \(h\) has weight \(Z\) and contributes \(KZ^2\) to the total \(K\), only the fraction \(Z^2\approx0.31\) at \(t/K=0.003\), from quasiparticle-to-quasiparticle transitions, sits in the collapsing peak. The rest involves satellites and lies above that peak; its distribution in frequency is not resolved here, and only its net effect on \(L\) and on the variance is computed. The variance is \(0.978K^2\), close to the exact \(K^2\), and scGW pays \(0.978K^2/2K=0.489K\) for it. A nearly right spectral width forces a wrong energy.

## H₂ at R = 3.0×10⁻¹⁰ m

The chosen basis is STO-3G, with \(K=(gu|gu)\), \(J=(gg|uu)\) and \(2t=h_{uu}-h_{gg}+\tfrac12[(uu|uu)-(gg|gg)]\), which reproduces the two-configuration matrix. Taking one \(J\) for all three Coulomb integrals is an approximation that improves with \(R\). The mapped \(2t\) contains interaction integrals, so it is the KS gap of the model; a KS calculation on the molecule itself gives a somewhat different gap that depends on the functional. The values are \(t=0.04898\) aJ, \(J=2.07305\) aJ and \(K=1.30449\) aJ, and \(V=0.76857\) aJ is close to \(e^2/4\pi\varepsilon_0R=0.76903\) aJ.

For RPA, \(\Delta=0.09797\) aJ and \(\hbar\Omega=0.72165\) aJ (\(\Omega=6.843\times10^{15}\) s⁻¹), so \(L=\tfrac12(0.72165-0.09797)=0.31184\) aJ and \(E=-0.09797+0.31184=0.2139\) aJ. The exact value is \(-0.0037\) aJ and Hartree-Fock gives 1.2065 aJ. One iteration already yields \(\sqrt{R_\Sigma}=0.680\) aJ, seven times \(\Delta\).

In scGW, \(n_g=0.90829\), so \(t_{\rm eff}=0.04898+\tfrac12(0.76857)(0.81658)=0.36278\) aJ. Here exchange through \(V\) holds the gap at 0.850 aJ, and \(x_D(0)\) drops from 53.3 to 4.51 while \(x_N(0)=0.409\) appears. The area \(U+E_x\) changes little, from 1.304 to 1.433 aJ, but \(L\) rises to 0.99579 aJ. Klein gives \(-0.09797-0.18371+0.99579=0.7141\) aJ, and Galitskii-Migdal gives \(-0.08000+0.29316+0.50094=0.7141\) aJ. The moment rule reads \(0.1316+1.2155+1.3069=2.6540\) aJ². The errors are 0.218 aJ for RPA and 0.718 aJ for scGW. At \(5.0\times10^{-10}\) m the energies are 0.038 and 0.815 aJ. At \(1.0\times10^{-10}\) m the order of accuracy reverses: RPA lies 0.038 aJ below the exact model value \(-1.6275\) aJ (measured from the \(R\)-dependent zero of \(H\), so not a binding energy) and scGW lies 0.029 aJ above it.

The better energy does not come from a better density matrix. The exact \(n_g\) is 0.537, scGW has 0.908, and the KS function has 1. RPA succeeds because its \(G\) keeps both a single pole and the small gap \(\Delta\). For \(V=0\) the scGW plateau is tied to the spectral width. For stretched H₂ at these distances either of two changes to \(G\), the exchange gap or the spectral width, is enough on its own to produce most of the scGW error. A single-pole \(G\) with the Hartree-Fock gap \(\delta=\Delta+V\) has \(\mathcal D=0\), because \(\mathrm{Tr}[G/G_0-1]\) and \(\mathrm{Tr}\ln(G/G_0)\) are then equal, and gives \(-\Delta+\tfrac12\big(\sqrt{\delta(\delta+4K)}-\delta\big)=0.617\) aJ at \(3.0\times10^{-10}\) m, against 0.214 aJ for RPA and 0.714 aJ for scGW. Conversely, scGW with \(V=0\) and the same \(t\) and \(K\), which has no exchange gap, gives \(0.444K=0.579\) aJ. At \(5.0\times10^{-10}\) m the single-pole and \(V=0\) values are 0.621 and 0.712 aJ, against 0.815 aJ for full scGW. The two effects do not add, so the error cannot be assigned to one of them. The exact RPA limit also depends on the model: a full basis adds transitions within each atom, and the ring sum then gives a one-electron atom a spurious self-correlation energy that survives at dissociation. If spin symmetry is allowed to break, the static-correlation problem treated here is removed at mean-field level and the comparison no longer applies.

The numerical check below solves scGW on logarithmic time and frequency grids. It tests the model correlation energy against configuration interaction from the integrals, and the model energy at \(V=0\) against a 16-state diagonalization, which also gives the exact \(M_2\). It compares the RPA quadrature with the closed form and the Casida matrix, and the numerical first-iteration self-energy with the analytic one. It also verifies the cancellation of the linear term, the equality of the Klein and Galitskii-Migdal energies, stationarity, the moment rule from the tail of \(G\), and \(L/\sqrt{\Delta K}=0.995\) at \(\Delta/K=10^{-4}\).

## Numbers as computed

```
Hartree energy = 4.359745 aJ, Bohr radius = 5.291772e-11 m
R scan: R/1e-10 m | t J K | E_exact E_HF E_RPA E_scGW (all aJ)
1.0 | 1.16636 2.7105 0.8580 | -1.6275 -1.4748 -1.6656 -1.5983
1.5 | 0.56285 2.4401 1.0007 | -0.5055 -0.1250 -0.4872 -0.3415
2.0 | 0.26432 2.2636 1.1298 | -0.1176 0.6011 0.0238 0.2791
3.0 | 0.04898 2.0731 1.3045 | -0.0037 1.2065 0.2139 0.7141
4.0 | 0.00625 1.9769 1.4002 | -0.0001 1.3877 0.1137 0.7996
5.0 | 0.00054 1.9192 1.4578 | -0.0000 1.4568 0.0380 0.8149
Worked example, R = 3.0e-10 m
t = 0.04898 aJ, J = 2.07305 aJ, K = 1.30449 aJ, U = J+K = 3.37754 aJ
V = J-K = 0.76857 aJ, e^2/(4 pi eps0 R) = 0.76903 aJ
KS gap = 0.09797 aJ, hbar*Omega = 0.72165 aJ, Omega = 6.8431e+15 1/s
RPA: x_D(0) = 53.263, L = 0.31184 aJ, E_c = -0.99264 aJ
E_exact = -0.00367 aJ, E_HF = 1.20652 aJ, E_RPA = 0.21388 aJ
G0W0: R_Sigma = 0.46202 aJ^2, sqrt = 0.67972 aJ
scGW: n_g = 0.90829, exact n_g = 0.53744
scGW: QP gap = 0.8498 aJ, QP weight = 0.8454, t_eff = 0.36278 aJ
scGW: x_N(0) = 0.409, x_D(0) = 4.513
scGW: U+E_x = 1.43253 aJ, L = 0.99579 aJ, D = -0.18371 aJ
scGW: T = -0.08000 aJ, E_N = 0.29316 aJ, E_D = 0.50094 aJ
scGW: M2 = 2.65403 aJ^2, E = 0.71411 aJ, dE_Klein/dlambda = 1.2e-07 aJ
errors: RPA 0.21755 aJ, scGW 0.71778 aJ, HF 1.21019 aJ
V = 0 model: U = 3.37708 aJ, K = J = 1.68854 aJ
t/K | E_ex E_RPA E_scGW (/K) | L_RPA L D E_int (/K) | n_g gap/K Z (M2-t^2)/K^2
1.000 | -1.2361 -1.2679 -1.2424 | 0.7321 0.7780 -0.0204 0.6404 | 0.9707 2.3278 0.968 1.2808
0.300 | -0.1662 -0.0693 0.0293 | 0.5307 0.6895 -0.0602 0.5407 | 0.9262 0.9354 0.906 1.0814
0.100 | -0.0198 0.1583 0.3544 | 0.3583 0.6489 -0.0945 0.5054 | 0.8774 0.4571 0.825 1.0107
0.030 | -0.0018 0.1568 0.4541 | 0.2168 0.6309 -0.1169 0.4931 | 0.8251 0.2229 0.727 0.9862
0.010 | -0.0002 0.1118 0.4786 | 0.1318 0.6251 -0.1265 0.4899 | 0.7819 0.1189 0.641 0.9798
0.003 | -0.0000 0.0685 0.4861 | 0.0745 0.6230 -0.1309 0.4889 | 0.7403 0.0604 0.554 0.9779
t/K = 0.003: E_RPA = 0.1157 aJ, E_scGW = 0.8207 aJ, E_exact = -0.000030 aJ
exact (M2-t^2)/K^2 = 1.0000
Delta/K = 1e-4: L_RPA/sqrt(Delta K) = 0.9950
RPA bump: max error = 0.1807 K at Delta/K = 0.154
one-pole estimate: delta/K = 2.1797, E_int/K = 0.5939
```
